# A spin-1 defect in axial and tilted magnetic fields

## The question

A defect with electron spin $S=1$ has an axial zero-field splitting $D>0$ along $z$ and a transverse splitting $E$, with $0\le E<D$. In a static field $\mathbf B$ its Hamiltonian, divided by Planck's constant, is

$$H=D S_z^2+E(S_x^2-S_y^2)+\mathbf b\cdot\mathbf S,\qquad \mathbf b=\gamma\mathbf B,\qquad \gamma=\frac{g\mu_B}{h}.$$

The spin matrices are dimensionless. The constant $-2D/3$, which would make the zero-field part traceless, is dropped because it shifts all levels equally. The factor $g>0$ is isotropic and has the free-electron value, so $\gamma=28.025$ MHz/mT. Nuclear spins and relaxation are left out. Write $b_x=b_\perp\cos\varphi$, $b_y=b_\perp\sin\varphi$, and take $b_z\ge0$. For numbers use the model parameters $D=2.87$ GHz and, where $E$ is not zero, $E=5$ MHz.

## (a) Write $H$ as a matrix in the basis $m=+1,0,-1$. Which states does each term couple?

**Answer.** The ladder operators obey $S_\pm|m\rangle=\sqrt{2-m(m\pm1)}\,|m\pm1\rangle$, so each allowed step has the element $\sqrt2$. With $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$,

$$S_x^2=\tfrac14(S_+^2+S_-^2+S_+S_-+S_-S_+),$$
$$S_y^2=\tfrac14(-S_+^2-S_-^2+S_+S_-+S_-S_+).$$

The mixed products cancel in the difference, leaving $S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)$. Since $S_+^2|-1\rangle=2|+1\rangle$, the $E$ term has the element $E$ between $-1$ and $+1$, and no other.

The transverse field term is

$$b_xS_x+b_yS_y=\tfrac12 b_\perp\left(e^{-i\varphi}S_++e^{i\varphi}S_-\right).$$

It changes $m$ by one. With $c=b_\perp e^{-i\varphi}/\sqrt2$,

$$H=\begin{pmatrix}D+b_z&c&E\\ c^*&0&c\\ E&c^*&D-b_z\end{pmatrix}.$$

Thus $E$ mixes $+1$ with $-1$, whereas a transverse field couples $0$ to both.

## (b) Let the field be axial. Find the levels and the mixing caused by $E$. Where do the two lowest levels meet, and does $E$ separate them?

**Answer.** For $b_\perp=0$ the state $|0\rangle$ stands alone at zero energy. The other two states form the block

$$\begin{pmatrix}D+b_z&E\\E&D-b_z\end{pmatrix},\qquad \lambda_\pm=D\pm R,\qquad R=\sqrt{b_z^2+E^2}.$$

For $R>0$ define $\cos\theta=b_z/R$ and $\sin\theta=E/R$. The lower state is

$$|-\rangle=-\sin\tfrac\theta2\,|+1\rangle+\cos\tfrac\theta2\,|-1\rangle.$$

To check it, subtract $D$ from the block and divide by $R$. The first row acting on this vector gives $-\cos\theta\sin\frac\theta2+\sin\theta\cos\frac\theta2=\sin\frac\theta2$. The second gives $-\sin\theta\sin\frac\theta2-\cos\theta\cos\frac\theta2=-\cos\frac\theta2$. Both are $-1$ times the original components. The weight of $+1$ in this state is therefore

$$\sin^2\tfrac\theta2=\tfrac12\left(1-\frac{b_z}{\sqrt{b_z^2+E^2}}\right).$$

At zero field, with $E>0$, the weight is one half and the upper pair is split by $2E=10$ MHz. The mixing fades once the Zeeman energy exceeds $E$. At 1 mT, $b_z=28.025$ MHz and $R=28.47$ MHz, so the weight is about $0.0078$.

The lower mixed level meets $m=0$ when $R=D$, that is at

$$b_z=\sqrt{D^2-E^2}.$$

For $E=0$ this gives $B=2870/28.025=102.41$ mT. With $E=5$ MHz the field falls by about $E^2/(2D\gamma)=25/(2\times2870\times28.025)=0.00016$ mT, which is negligible here.

The levels cross even when $E\ne0$, because $H$ has no element between $|0\rangle$ and the other two states. The symmetry behind this is a half turn about $z$, $e^{i\pi S_z}=\mathrm{diag}(-1,1,-1)$. It commutes with the axial Hamiltonian and gives the crossing states opposite signs. A transverse field breaks this symmetry.

At the crossing, the weight of $+1$ in $|-\rangle$ is $\tfrac12(1-\sqrt{1-E^2/D^2})\approx E^2/(4D^2)=7.6\times10^{-7}$. The mixing by $E$ that is complete at zero field has almost vanished there.

## (c) For a general field, derive the characteristic equation and solve it. Give the weight of $m=0$ in a nondegenerate level.

**Answer.** For a Hermitian matrix $M=\lambda-H$,

$$\det M=M_{11}M_{22}M_{33}+2\,\mathrm{Re}(M_{12}M_{23}M_{31})-M_{11}|M_{23}|^2-M_{22}|M_{13}|^2-M_{33}|M_{12}|^2.$$

Here $M_{11}M_{33}=(\lambda-D)^2-b_z^2$, $M_{11}+M_{33}=2(\lambda-D)$ and $|M_{12}|^2=|M_{23}|^2=b_\perp^2/2$. The cyclic product is $(-c)(-c)(-E)=-Eb_\perp^2e^{-2i\varphi}/2$. Hence

$$P(\lambda)=\lambda[(\lambda-D)^2-b_z^2-E^2]-b_\perp^2(\lambda-D)-Eb_\perp^2\cos2\varphi=0.$$

With $b^2=b_z^2+b_\perp^2$, expansion gives

$$P=\lambda^3-2D\lambda^2+(D^2-b^2-E^2)\lambda+Db_\perp^2-Eb_\perp^2\cos2\varphi.$$

The shift $\lambda=2D/3+\mu$ removes the quadratic term. The coefficient of $\mu$ becomes $\frac43D^2-\frac83D^2+D^2-b^2-E^2$. The constant becomes $\frac{8}{27}D^3-\frac89D^3+\frac23D(D^2-b^2-E^2)+Db_\perp^2-Eb_\perp^2\cos2\varphi$. Collecting terms, $\mu^3-p\mu-q=0$ with

$$p=\tfrac13D^2+b^2+E^2,$$
$$q=-\tfrac{2}{27}D^3+\tfrac23D(b^2+E^2)-Db_\perp^2+Eb_\perp^2\cos2\varphi.$$

Set $\mu=2\sqrt{p/3}\,\cos\vartheta$. Then $\mu^3-p\mu=2(p/3)^{3/2}(4\cos^3\vartheta-3\cos\vartheta)=2(p/3)^{3/2}\cos3\vartheta$, so

$$\lambda_k=\frac{2D}{3}+2\sqrt{\frac p3}\cos\left[\frac13\arccos\left(\frac q2\left(\frac3p\right)^{3/2}\right)-\frac{2\pi k}{3}\right],\quad k=0,1,2.$$

The levels descend in energy with $k$. The arccosine is real because a Hermitian matrix has three real eigenvalues.

For the weight, write the $m=0$ diagonal element of $(\lambda-H)^{-1}$ in two ways. In the eigenbasis it is $\sum_n w_n/(\lambda-\lambda_n)$, where $w_n$ is the required weight. By the rule for an inverse matrix it is the cofactor $M_{11}M_{33}-E^2$ divided by $P(\lambda)$. Equating the residues at $\lambda_n$ gives

$$w_n=\frac{(\lambda_n-D)^2-b_z^2-E^2}{P'(\lambda_n)}.$$

A purely transverse field with $E=0$ provides a simple limit. Then $P=(\lambda-D)[\lambda(\lambda-D)-b_\perp^2]$, with levels $D$ and $D/2\pm\sqrt{D^2/4+b_\perp^2}$. The two lowest are separated by $D/2+\sqrt{D^2/4+b_\perp^2}$, which grows steadily with field. The close approach of the two lowest levels, found near $b=D$ for an axial field, is therefore absent when the field is purely transverse.

## (d) Add a weak transverse field near the crossing. Find the minimum gap to leading order, including its dependence on $E$ and $\varphi$.

**Answer.** Keep $|0\rangle$ and $|-\rangle$. The third level lies about $2D$ away. From the matrix in (a),

$$V=\langle0|H|-\rangle=\frac{b_\perp}{\sqrt2}\left(-e^{i\varphi}\sin\tfrac\theta2+e^{-i\varphi}\cos\tfrac\theta2\right).$$

In the squared modulus the cross term is $-2\sin\frac\theta2\cos\frac\theta2\cos2\varphi=-\sin\theta\cos2\varphi$, and at the crossing $\sin\theta=E/D$. Therefore

$$|V|^2=\frac{b_\perp^2}{2}\left(1-\frac ED\cos2\varphi\right).$$

Two levels with detuning $x$ and coupling $V$ are separated by $\sqrt{x^2+4|V|^2}$, whose minimum is $2|V|$ when $V$ is held at its crossing value:

$$G_{\min}=\sqrt2\,b_\perp\sqrt{1-\frac ED\cos2\varphi}.$$

This is the leading order in $b_\perp$. It holds when $b_\perp$ is small compared with the crossing value $\sqrt{D^2-E^2}$, which is itself no larger than $D$.

The transverse field opens the gap, and $E$ only modifies its size. The small $+1$ part of $|-\rangle$ supplies a second path to $|0\rangle$, which interferes with the path from $-1$. The interference reduces the gap for a transverse field along $x$ and increases it along $y$.

For $B_\perp=0.5$ mT and $E=0$, $b_\perp=14.0125$ MHz and the gap is $\sqrt2\times14.0125=19.82$ MHz. Direct minimization gives the same value to these digits.

## (e) Take $E=0$ and hold $b_\perp$ fixed while $b_z$ is swept. Find the leading shift of the gap minimum, and describe how the lowest state changes through the anticrossing.

**Answer.** The distant $+1$ level is coupled to $0$ by an element of modulus $b_\perp/\sqrt2$. In second-order perturbation theory it moves the $m=0$ energy by

$$\frac{b_\perp^2/2}{0-(D+b_z)}\approx-\frac{b_\perp^2}{4D},$$

using $b_z\approx D$ in the denominator. With $E=0$ there is no direct element between $+1$ and $-1$. Hence $-1$ has no corresponding shift, and no second-order coupling between $0$ and $-1$ passes through $+1$.

The energy of $-1$ minus that of the shifted $0$ is

$$x=D-b_z+\frac{b_\perp^2}{4D},\qquad G=\sqrt{x^2+2b_\perp^2}.$$

The minimum is at $x=0$, or $b_z\approx D+b_\perp^2/(4D)$. For 0.5 mT the shift is $14.01^2/(4\times2870)=0.017$ MHz, or $0.0006$ mT.

Measured from the mean of the two energies, the two-level Hamiltonian can be written $-\frac x2\tau_z+\frac{b_\perp}{\sqrt2}\tau_x$. Here $\tau_z=+1$ denotes $m=0$, and the phase of the coupling has been absorbed in a basis state. The lower energy is $-G/2$. Its derivative with respect to $x$ equals the expectation value of $-\tau_z/2$, so $\langle\tau_z\rangle=x/G$. The $m=0$ weight in the lowest state is

$$p_0=\frac12\left(1+\frac{x}{\sqrt{x^2+2b_\perp^2}}\right).$$

Well below the anticrossing the lowest state is mainly $m=0$; well above it is mainly $m=-1$. The mixing measure

$$4p_0(1-p_0)=1-\frac{x^2}{G^2}=\frac{2b_\perp^2}{x^2+2b_\perp^2}$$

is a Lorentzian with half width at half maximum $\sqrt2\,b_\perp$. For the example this is $\sqrt2\times0.5=0.71$ mT.

At an axial field 2 mT above $D/\gamma$, $x=-56.03$ MHz and $G=59.43$ MHz, so $p_0=0.029$, in agreement with diagonalization. At an equal distance below, the diagonalized state has $p_0=0.971$. A field of half a millitesla therefore changes the character of the states over a window of order one millitesla.

These weights omit the small admixture of $+1$. Its amplitude in the shifted $m=0$ state is about $(b_\perp/\sqrt2)/(2D)$, giving a weight $b_\perp^2/(8D^2)\approx3\times10^{-6}$.

## (f) Still with $E=0$, fix instead a small tilt $\alpha$ from the $z$ axis and sweep the field strength. Do the minimum gap and equal mixing occur at the same field?

**Answer.** Now $b_z=b\cos\alpha$ and $b_\perp=b\sin\alpha$, with $\alpha$ in radians. The coupling changes during the sweep, so minimizing the gap is no longer the same as setting $x=0$. Put $b=D(1+u\alpha^2)$, with $u$ of order one. Through order $\alpha^2$,

$$x=D-D(1+u\alpha^2)\left(1-\tfrac12\alpha^2\right)+\tfrac14D\alpha^2=D\alpha^2\left(\tfrac34-u\right).$$

The coupling part of $G^2$ is

$$2b^2\sin^2\alpha=2D^2(1+2u\alpha^2)\left(\alpha^2-\tfrac13\alpha^4\right)+\dots$$
$$=2D^2\alpha^2+D^2\alpha^4\left(4u-\tfrac23\right)+\dots$$

Therefore

$$G^2=2D^2\alpha^2+D^2\alpha^4\left[\left(\tfrac34-u\right)^2+4u+C\right]+\dots$$

The constant $C$ contains $-\frac23$ and the next correction to the coupling from the distant level. That correction is of relative order $b_\perp^2/D^2\approx\alpha^2$. Its dependence on $u$ first enters $G^2$ at order $\alpha^6$, so it does not affect the minimum at this order. Setting the derivative of the bracket to zero gives $-2(\frac34-u)+4=0$, hence $u=-\frac54$. Equal mixing requires $x=0$, hence $u=\frac34$:

$$b_{\rm gap}\approx D\left(1-\tfrac54\alpha^2\right),\qquad b_{\rm equal}\approx D\left(1+\tfrac34\alpha^2\right).$$

The fields differ. Lowering $b$ slightly from equal mixing weakens the coupling at first order, while the detuning increases $G^2$ only quadratically. The gap therefore keeps falling until these effects balance. At its minimum $x\approx2D\alpha^2$ and $G\approx\sqrt2D\alpha$, so $x/G\approx\sqrt2\alpha$ and

$$p_0\approx\tfrac12(1+\sqrt2\,\alpha).$$

For $1^\circ$, $\alpha=0.01745$ and $\alpha^2=3.046\times10^{-4}$. The formulas give:

- minimum gap: $\sqrt2\times2870\times0.01745=70.8$ MHz;
- field at the minimum: $102.409(1-3.81\times10^{-4})=102.37$ mT;
- equal-mixing field: $102.409(1+2.28\times10^{-4})=102.43$ mT;
- lowest-state weight at the minimum gap: $p_0=0.512$.

Diagonalization agrees to the digits shown. At $10^\circ$ it gives a gap of 698 MHz, against 708 MHz from the leading formula, an error of 1.5% relative to the diagonalized value. The minimum is then at 98.6 mT. At this tilt the admixture of $+1$ makes the equal-mixing field depend slightly on its definition: the two lowest levels have equal $m=0$ weights at 104.8 mT, while the lowest level has $p_0=\frac12$ at 104.7 mT. The single field of 102.4 mT no longer describes both features.

At $5^\circ$ the relative gap error is 0.37%, about one quarter of its $10^\circ$ value. This is the scaling expected of an omitted relative correction of order $\alpha^2$.

## (g) Restore $E=5$ MHz at a tilt of $1^\circ$. How much does the minimum gap depend on whether the field leans towards $x$ or $y$? Compare the role of $E$ at zero field.

**Answer.** The crossing lies at $\sqrt{D^2-E^2}$, which differs from $D$ only at relative order $E^2/D^2$. For $E\ll D$, therefore, $b_\perp\approx D\alpha$ to leading order, and part (d) gives

$$G_{\min}\approx\sqrt2D\alpha\sqrt{1\mp\frac ED},$$

with the upper sign for $x$ and the lower for $y$. Since $E/D=0.00174$, the square root changes the gap by about $0.087\%$ in either direction. The formula gives 70.78 MHz towards $x$ and 70.90 MHz towards $y$. Diagonalization gives 70.77 and 70.89 MHz. Both pairs differ by about 0.12 MHz. Their common offset of about 0.01 MHz is also present at $E=0$. It comes from the relative corrections of order $\alpha^2$ to the gap in part (f), of which replacing $\sin\alpha$ by $\alpha$ supplies only about a third.

At zero field the same $E$ splits the upper pair by 10 MHz and mixes $+1$ and $-1$ equally. Near 102 mT those states are separated by about $2D$, so $E$ has little influence, while a one-degree tilt opens a gap of about 71 MHz between the two lowest levels. In this model, which leaves out nuclear spins, the zero-field splitting of the upper pair is thus sensitive to $E$, and the high-field anticrossing is sensitive mainly to alignment. The numerical output gives the values for the other fields and tilts.

## Numbers as computed

```
D = 2.870 GHz, E = 5.0 MHz
g = 2.00232, gamma = 28.0250 MHz/mT
axial crossing, E=0: 102.40874 mT
axial crossing, E=5 MHz: 102.40859 mT
Axial levels for E=0 (GHz), rising energy:
 B=  0 mT:   0.00000   2.87000   2.87000
 B= 50 mT:   0.00000   1.46875   4.27125
 B=100 mT:   0.00000   0.06750   5.67250
 B=150 mT:  -1.33374   0.00000   7.07374
zero-field splitting of upper pair: 10.000 MHz
Weight of m=+1 in lower mixed state, axial field, E=5 MHz:
 B=  0.0 mT: 5.000e-01
 B=  0.1 mT: 2.555e-01
 B=  1.0 mT: 7.773e-03
 B= 10.0 mT: 7.956e-05
 B=100.0 mT: 7.958e-07
Fixed transverse field 0.5 mT, E=0:
 gamma*B_perp = 14.0125 MHz
 minimum gap, numerical: 19.8166 MHz
 minimum gap, formula: 19.8166 MHz
 axial field at minimum: 102.4094 mT
 Lorentzian half width: 0.7071 mT
 m=0 weight of lowest state; offset from D/gamma:
  -2.0 mT: 0.9714
  -0.5 mT: 0.7889
  +0.0 mT: 0.5004
  +0.5 mT: 0.2116
  +2.0 mT: 0.0286
Fixed tilt, E=0 (numerical | small-angle formula):
 tilt 1 deg:
  minimum gap: 70.829 | 70.839 MHz
  field at minimum: 102.370 | 102.370 mT
  equal-mixing field: 102.432 | 102.432 mT
  m=0 weight at minimum, lowest state: 0.5123 | 0.5123
 tilt 5 deg:
  minimum gap: 352.907 | 354.197 MHz
  field at minimum: 101.437 | 101.434 mT
  equal-mixing field: 102.998 | 102.994 mT
  m=0 weight at minimum, lowest state: 0.5610 | 0.5617
 tilt 10 deg:
  minimum gap: 698.150 | 708.393 MHz
  field at minimum: 98.564 | 98.509 mT
  equal-mixing field: 104.813 | 104.748 mT
  m=0 weight at minimum, lowest state: 0.6198 | 0.6234
Tilt 1 deg with E=5 MHz, minimum gap (numerical | formula):
 towards x: 70.767 | 70.778 MHz
 towards y: 70.891 | 70.901 MHz
```
